# Stueckelberg Oscillations in Tully's Dual Avoided Crossing

## Problem

A particle of mass $M=2000$ moves in one dimension with two electronic states. In the diabatic basis the potential matrix is

$$V_{11}=0,\qquad V_{22}(x)=E_0-Ae^{-Bx^2},\qquad V_{12}(x)=Ce^{-Dx^2},$$

with $A=0.10$, $B=0.28$, $E_0=0.05$, $C=0.015$, $D=0.06$. Hartree atomic units are used throughout, so $\hbar=1$. The particle enters from the left in the lower channel with momentum $k$ and energy $E=k^2/2M>E_0$. Let $P_2(k)$ and $T_1(k)$ be the probabilities of transmission into the upper and lower channels.

(a) Give a split-operator scheme for this problem and show how one wave packet yields $T_1$ and $P_2$ at many energies.

(b) Use the mirror symmetry of the model to express $P_2$ through the passage from the left to $x=0$ alone, neglecting reflection.

(c) Solve a single linear crossing and find the phase that it adds to the dynamical phase.

(d) Express the oscillations of $P_2$ through an integral of the adiabatic momentum difference.

(e) Compare the result with the propagation for $18\le k\le 60$.

## Solution

### (a) Propagation and energy resolution

Write $\Delta=V_{22}-V_{11}$, $\bar V=V_{22}/2$ and $g=\sqrt{\Delta^2+4V_{12}^2}$. The adiabatic energies are $\bar V\mp g/2$. Far from the origin $V_{12}$ vanishes, and there the adiabatic and diabatic states coincide.

One time step is

$$e^{-iH\,dt}\approx e^{-iT\,dt/2}\,e^{-iV\,dt}\,e^{-iT\,dt/2},$$

where $T$ is the kinetic energy. The symmetric order leaves an error of order $dt^3$ per step, hence $dt^2$ over a fixed time. The kinetic factor is a phase in momentum space, reached by a fast Fourier transform. For the potential factor, split off the mean:

$$V=\bar V+N,\qquad N=\begin{pmatrix}-\Delta/2&V_{12}\\V_{12}&\Delta/2\end{pmatrix},\qquad N^2=\frac{g^2}{4}.$$

Since $N^2$ is a multiple of the unit matrix, the even and odd powers of the exponential series sum separately:

$$e^{-iV\,dt}=e^{-i\bar V dt}\left[\cos\frac{g\,dt}{2}-\frac{2i}{g}\sin\frac{g\,dt}{2}\;N\right].$$

Let the incoming packet have momentum amplitude $a(k)$. A stationary wave $e^{ikx}$ in the lower channel produces $t_1(k)e^{ikx}$ and $t_2(k)e^{iqx}$ on the right, where energy conservation gives $q^2=k^2-2ME_0$. By linearity the final upper component is

$$\psi_2=\int a(k)\,t_2(k)\,e^{iqx-iEt}\,dk=\int a\,t_2\,\frac{q}{k}\,e^{iqx-iEt}\,dq,$$

because $k\,dk=q\,dq$. Its momentum density is therefore $|\tilde\psi_2(q)|^2=|a|^2|t_2|^2q^2/k^2$. The transmission probability is a ratio of fluxes, $P_2=(q/k)|t_2|^2$, so

$$P_2(k)=\frac{k}{q}\,\frac{|\tilde\psi_2(q)|^2}{|a(k)|^2},\qquad T_1(k)=\frac{|\tilde\psi_1(k)|^2}{|a(k)|^2}.$$

The packet must have left the coupling region before these ratios are taken.

### (b) Two halves of one passage

Expand the wave function in real adiabatic states $\varphi_1$ (lower) and $\varphi_2$ (upper) with coefficients $F_j(x)$. Let $k_j(x)$ be the local momenta,

$$k_{1,2}=\sqrt{2M\left(E-\bar V\pm g/2\right)},$$

and let $d_{jl}=\langle\varphi_j|\varphi_l'\rangle$, which is antisymmetric. The Schrödinger equation becomes, for $l\ne j$,

$$F_j''+k_j^2F_j+2d_{jl}F_l'+\dots=0.$$

The dots stand for second-derivative couplings. They lack the large factor $k$ carried by $F_l'$ and are dropped. Without coupling, a forward wave is $e^{iS_j}/\sqrt{k_j}$ with $S_j'=k_j$. Set $F_j=b_je^{iS_j}/\sqrt{k_j}$ and keep the leading terms:

$$2ik_j\frac{b_j'e^{iS_j}}{\sqrt{k_j}}+2d_{jl}\,ik_l\frac{b_le^{iS_l}}{\sqrt{k_l}}=0.$$

With $c_j=b_je^{iS_j}$ this reads $c_j'=ik_jc_j-\sqrt{k_l/k_j}\,d_{jl}c_l$. At leading order in $(k_1-k_2)/k$ the square root is 1. The momentum difference is kept in the phases, where it accumulates. With $d=d_{12}$,

$$\frac{d}{dx}\begin{pmatrix}c_1\\c_2\end{pmatrix}=G\begin{pmatrix}c_1\\c_2\end{pmatrix},\qquad G=\begin{pmatrix}ik_1&-d\\d&ik_2\end{pmatrix}.$$

Where both momenta are real, $G$ is anti-Hermitian. The evolution is then unitary, and $|c_j|^2$ is proportional to the flux in state $j$.

The potentials are even in $x$. The states $\varphi_j$ can then be chosen even, which makes $d$ odd, so $G(-x)=G(x)^{\mathsf T}$. Let $W$ carry the amplitudes from the far left to $x=0$. It is an ordered product of factors $e^{G(x_n)dx}$, with the leftmost position acting first. The right half uses the transposed factors in the opposite order, and that product is $W^{\mathsf T}$. The whole passage is $U=W^{\mathsf T}W$, and

$$U_{21}=W_{12}W_{11}+W_{22}W_{21}.$$

Orthogonality of the columns of $W$ gives $W_{11}^*W_{12}=-W_{21}^*W_{22}$. Hence, with $\alpha_{ij}=\arg W_{ij}$,

$$U_{21}=W_{22}W_{21}\left[1-e^{2i(\alpha_{11}-\alpha_{21})}\right].$$

The bracket has modulus $2|\sin(\alpha_{11}-\alpha_{21})|$, and unitarity gives $|W_{22}|=|W_{11}|$. With the hopping probability $p=|W_{21}|^2$ of one crossing,

$$P_2=4p(1-p)\sin^2\Phi,\qquad \Phi=\alpha_{11}-\alpha_{21}.$$

There are two ways to end on the upper surface: hop at the first crossing and stay at the second, or the reverse. Both have magnitude $\sqrt{p(1-p)}$, so they can cancel completely.

### (c) One linear crossing

The diabats cross where $V_{22}=0$, at $x=\pm x_c$ with $x_c=\sqrt{\ln(A/E_0)/B}$. Both diabatic energies vanish there, so the speed is $v=k/M$. Near $-x_c$ put $t=(x+x_c)/v$ and remove the mean phase $\int\frac12(k_1+k_2)dx$. Since $k_1^2-k_2^2=2Mg$, we have $k_1-k_2\approx g/v$. The equations of part (b) become a two-state Schrödinger equation in time. With a linear gap and constant coupling $V$, its diabatic form is

$$i\dot a=\tfrac12\alpha t\,a+Vb,\qquad i\dot b=Va-\tfrac12\alpha t\,b,\qquad \alpha=vF,$$

where $F=|d\Delta/dx|$ at the crossing. Define $\delta=V^2/\alpha$ and choose the unit of time so that $\alpha=1$; then $V^2=\delta$.

Put $\mathcal A=ae^{it^2/4}$ and $\mathcal B=be^{-it^2/4}$. The diagonal terms cancel, leaving

$$\dot{\mathcal A}=-iV\mathcal Be^{it^2/2},\qquad \dot{\mathcal B}=-iV\mathcal Ae^{-it^2/2}.$$

Differentiating the first equation and inserting the second gives

$$\ddot{\mathcal A}-it\dot{\mathcal A}+\delta\mathcal A=0.$$

Try $\mathcal A=\int e^{st}f(s)\,ds$. Since $te^{st}=\partial_se^{st}$, integration by parts turns the middle term into $+i\int(sf)'e^{st}ds$, provided the integrand vanishes at the ends. The equation holds if

$$(sf)'=i\left(s+\frac{\delta}{s}\right)(sf),\qquad\text{so}\qquad f=s^{-1+i\delta}e^{is^2/2}.$$

The contour runs from $-e^{i\pi/4}\infty$ to $e^{i\pi/4}\infty$, where $f$ decays as a Gaussian. It passes below $s=0$, and the cut lies on the negative real axis.

The exponent $is^2/2+st$ has a saddle at $s=it$, with value $it^2/2$. On the line $s=it+re^{i\pi/4}$ it equals $it^2/2-r^2/2$. For large $|t|$ the saddle gives

$$\mathcal A_s=\sqrt{2\pi}\,e^{i\pi/4}(it)^{-1+i\delta}e^{it^2/2}.$$

At early times, $t=-\tau$, this line crosses the real axis at $+\tau$ and avoids the cut. The saddle alone contributes, $\mathcal A$ falls as $1/\tau$, and the system is in state $b$, which is then the upper one.

At late times, $t=+\tau$, the line crosses the cut at $-\tau$. The deformed contour also contains a loop around the cut. Only $|s|\sim1/\tau$ matters on the loop, so $e^{is^2/2}\to1$, and Hankel's integral for the gamma function gives

$$\mathcal A_{\rm loop}=\frac{2\pi i}{\Gamma(1-i\delta)}\,\tau^{-i\delta}.$$

The amplitude $b=i\dot{\mathcal A}e^{-it^2/4}/V$ comes from the saddle, where $\dot{\mathcal A}\approx it\mathcal A_s$. The factor $(it)^{i\delta}$ has modulus $e^{\pi\delta/2}$ early, when $\arg(it)=-\pi/2$, and $e^{-\pi\delta/2}$ late. State $b$ begins as the upper adiabat and ends as the lower one, so the hopping probability is

$$p=\left(e^{-\pi\delta}\right)^2=e^{-2\pi\delta}.$$

The late phases follow by collecting factors:

$$\arg b=\frac{3\pi}{4}+\delta\ln\tau+\frac{\tau^2}{4},\qquad
\arg a=\frac{\pi}{2}-\arg\Gamma(1-i\delta)-\delta\ln\tau-\frac{\tau^2}{4}.$$

The lower-minus-upper phase is

$$\arg b-\arg a=\frac{\pi}{4}+\arg\Gamma(1-i\delta)+2\delta\ln\tau+\frac{\tau^2}{2}.$$

This solution started on the upper surface, so the difference is $\alpha_{12}-\alpha_{22}$. The orthogonality relation of part (b) shows that it equals $\alpha_{11}-\alpha_{21}$ up to a multiple of $\pi$, which does not affect $\sin^2\Phi$.

The dynamical part, for large $\tau$, is

$$\int_0^\tau\sqrt{t^2+4\delta}\,dt=\frac{\tau}{2}\sqrt{\tau^2+4\delta}+2\delta\ln\frac{\tau+\sqrt{\tau^2+4\delta}}{2\sqrt\delta}\to\frac{\tau^2}{2}+\delta+2\delta\ln\tau-\delta\ln\delta.$$

Subtracting it leaves the Stokes phase:

$$\varphi_S=\frac{\pi}{4}+\delta(\ln\delta-1)+\arg\Gamma(1-i\delta).$$

For $\delta\to0$ (fast passage or weak coupling) it tends to $\pi/4$. For large $\delta$, Stirling's formula gives $\arg\Gamma(1-i\delta)\to-\delta\ln\delta+\delta-\pi/4$, and $\varphi_S\to0$.

### (d) The phase integral

Between the left crossing and the centre, the lower wave gains the phase $\int k_1dx$ and the upper wave $\int k_2dx$. By symmetry this stretch can be replaced by the one from $0$ to $x_c$:

$$\Phi=\zeta+\varphi_S,\qquad \zeta\approx\int_0^{x_c}(k_1-k_2)\,dx.$$

Thus $\zeta$ is half the phase difference accumulated between the two crossings.

The same integral also contains $\delta$. For a linear crossing the gap vanishes at $x_*=x_c+2iV/F$. On the vertical path $x=x_c+iy$,

$$\int_{x_c}^{x_*}\frac{g}{v}\,dx=\frac{i}{v}\int_0^{2V/F}\sqrt{4V^2-F^2y^2}\,dy=\frac{i}{v}\,\frac{\pi}{4}\,(2V)\frac{2V}{F}=i\pi\delta.$$

The integral is a quarter of an ellipse. This suggests, for curved potentials,

$$\zeta+i\pi\delta=\int_0^{x_*}(k_1-k_2)\,dx,$$

where $x_*$ is the complex zero of $g$ nearest the right crossing. The reason is a change of variable $t(x)$ that makes the accumulated phase equal to that of a linear crossing. Near a zero of $g$ both phases grow as the $3/2$ power of the distance, so $t(x)$ is smooth there. Smoothness at $x_*$ and at its complex conjugate requires equal phase integrals between the two zeros. That integral is $2\pi i\delta$ for the linear crossing, which fixes $\delta$. In the linear model the phase from $t=0$ to the complex zero is purely imaginary, $i\pi\delta$. The real part of $\int_0^{x_*}$ is therefore the phase between the centre and the real point that maps to $t=0$, and this is the $\zeta$ to which $\varphi_S$ is added. Treating the mapped coupling as that of the linear model is a semiclassical approximation.

The upper transmission therefore vanishes, and $T_1=1-P_2$ reaches one, when

$$\zeta+\varphi_S=n\pi .$$

The momentum integral alone does not place the oscillations. The derivation needs an open upper channel and negligible reflection. It fails very close to the threshold $E=E_0$, where $k_2\to0$ outside and the upper wave is partly reflected. It also assumes crossings that are separated compared with their width, because $\varphi_S$ was obtained in the limit of large $\tau$. One unit of $\tau$ corresponds to the length $\sqrt{v/F}$, so the width of a crossing is the larger of $2V/F$ and $\sqrt{v/F}$. Here $2V/F=0.59$, and $\sqrt{v/F}$ grows from 0.48 at $k=20$ to 0.83 at $k=60$, against $x_c=1.57$. The separation is moderate and worsens as $k$ rises. At very high energy the formula fails. It tends to $4\pi\delta\propto1/k$, whereas a sudden passage gives $P_2\to\sin^2\left(\int V_{12}\,dx/v\right)\propto1/k^2$. At $k=1000$ the formula gives 0.10 and the sudden limit 0.046.

### (e) Numbers

**One momentum in full.** The crossing lies at $x_c=\sqrt{\ln2/0.28}=1.573$, where $V=0.01293$ and $F=0.04406$. At $k=30$ the speed is $30/2000=0.015$, and the linear estimate is

$$\delta\approx\frac{0.01293^2}{0.015\times0.04406}=0.253.$$

Newton iteration on $\Delta=2iV_{12}$ gives $x_*=1.590+0.568i$. Gauss–Legendre quadrature of the phase integral gives $\zeta=4.457$ and $\delta=0.2475$. Then $p=e^{-2\pi\times0.2475}=0.211$, $4p(1-p)=0.666$, $\varphi_S=0.329$ and $\Phi=4.786$, so

$$P_2=0.666\,\sin^2(4.786)=0.663.$$

**Propagation.** Three Gaussian packets start at $x=-12$ with mean momenta 21, 30 and 48 and momentum standard deviations 1.6, 2.5 and 4. They serve the ranges 18–25, 25–37 and 37–60. The grid has 4096 points on $-40\le x<80$, and $dt=1$. The packets are followed for 3848, 2307 and 1464 steps. At $k=30$ the result is $P_2=0.666$, against 0.663 from the phase integral.

| $k$ | $\zeta$ | $\varphi_S$ | $P_2$, phase integral | $P_2$, propagation |
|---|---|---|---|---|
| 20 | 6.419 | 0.241 | 0.047 | 0.045 |
| 25 | 5.269 | 0.289 | 0.230 | 0.239 |
| 30 | 4.457 | 0.329 | 0.663 | 0.666 |
| 40 | 3.396 | 0.392 | 0.311 | 0.292 |
| 50 | 2.737 | 0.438 | 0.001 | 0.000 |
| 60 | 2.291 | 0.474 | 0.135 | 0.165 |

In the propagation $T_1+P_2$ differs from one by at most $3.2\times10^{-6}$ over the range, so neglecting reflection is justified here.

**Positions of the oscillations.** The extrema of the propagated curve, sampled every 0.1 in $k$, are located by a local parabola, which is accurate to about 0.01 in $k$. The last two columns give the phases at these propagated positions.

| Feature of $P_2$ | $k$, propagation | $k$, phase integral | $(\zeta+\varphi_S)/\pi$ | $\zeta/\pi$ |
|---|---|---|---|---|
| zero | 21.45 | 21.50 | 2.004 | 1.923 |
| maximum | 31.54 | 31.70 | 1.462 | 1.354 |
| zero | 50.02 | 50.71 | 1.011 | 0.871 |

The propagated zeros lie at $E=0.1150$ hartree (3.13 eV) and $0.6255$ hartree (17.02 eV). The full phase there is $2\pi$ and $\pi$ to within about 0.03 rad. Without the Stokes phase the mismatch is 0.24 rad at the first zero and 0.41 rad at the second. It is larger at the second because $\varphi_S$ grows towards $\pi/4$ as $\delta$ falls.

The maximum lies below $1.5\pi$. Setting the derivative of $\ln P_2$ to zero gives

$$\frac{d}{dk}\ln[4p(1-p)]+2\cot\Phi\,\frac{d\Phi}{dk}=0.$$

In this range $p$ rises with $k$ but stays below one half, so the first term is positive. The phase falls with $k$, so $\cot\Phi$ must be positive, which places $\Phi$ just below $3\pi/2$.

Over the sampled range the two curves for $P_2$ differ by at most 0.031, with a root-mean-square difference of 0.013. If $\varphi_S$ is omitted, the latter becomes 0.200. The largest difference occurs at $k=60$.

Finally, $k_1-k_2=2Mg/(k_1+k_2)$ shows why the oscillations are few and widen with energy. At high energy $\zeta$ falls as $1/k$, so the phase changes ever more slowly with $k$. At $k=60$ it is already $2.291+0.474=2.765$, below $\pi$. Beyond that $\zeta$ keeps falling while $\varphi_S$ stays below $\pi/4$, so the zero near $k=50$, with $n=1$, is the last one.

All numerical values are calculated from the stated model.
